# Why exchange coupling across an insulating barrier can strengthen on warming

Two ferromagnetic films separated by a nanometre of insulator still feel each other's magnetization. When the spacer is a metal, heating usually weakens this coupling. When it is an insulator, heating can strengthen it, although heat disorders the magnets themselves. This section explains where the increase comes from, how large it is in a junction of the Fe/MgO/Fe type, and when it fails to appear.

## The model and its energy

Two identical thick ferromagnets face each other across a flat barrier of thickness $D$. Energies are measured from the Fermi level, and the barrier top lies at $\varphi>0$. Electrons have one mass $m$ everywhere, are not scattered inside the barrier, and keep their in-plane momentum. At the Fermi level and normal incidence, the two spins in the ferromagnets have wavevectors $k_\uparrow$ and $k_\downarrow$. The coupling is the difference of grand potentials per area between antiparallel and parallel magnetizations,

$$J=\Omega_{AP}-\Omega_P ,$$

so $J>0$ favours parallel alignment.

An electron wave in the spacer, with perpendicular wavevector $k$, is reflected at both interfaces. One round trip multiplies it by $R=r_Ar_Be^{2ikD}$. The number of states below energy $E$ is $N=-\frac1\pi\,\mathrm{Im}\ln\det(\hat H-E-i0)$, because each level below $E$ contributes a phase $-\pi$. The determinant splits into factors that belong to single layers or single interfaces and a factor $1-R$, which vanishes when a wave reproduces itself after a round trip. Only this last factor depends on both magnets together. Integrating the grand potential by parts gives $\Omega=-\int fN\,dE$, where $f$ is the Fermi function. The interaction part, per spin and in-plane momentum, is therefore

$$\Omega=\frac1\pi\,\mathrm{Im}\int f\,\ln(1-R)\,dE .$$

This formula was compared with direct diagonalization of a finite chain: 400 sites per magnet, 6 barrier sites, energies in units of the hopping. At $k_BT=0.02$ both give $J=1.16566\times10^{-6}$, and at $0.04$ both give $1.24831\times10^{-6}$. The coupling of the chain rises by 7% on warming.

For a weak round trip, $\ln(1-R)\approx-R$. The two spins together contribute $r_\uparrow^2+r_\downarrow^2$ in the parallel state and $2r_\uparrow r_\downarrow$ in the antiparallel state. The difference is a perfect square:

$$J=\frac1\pi\,\mathrm{Im}\sum_{\mathbf q}\int f\,S\,dE,\qquad S=(r_\uparrow-r_\downarrow)^2e^{2ikD},$$

where $\mathbf q$ is the in-plane momentum.

With equal masses $S$ depends only on the perpendicular energy, called $E$ from here on. The in-plane energy $\varepsilon$ has the constant density of states $m/2\pi\hbar^2$ per area, and

$$\int_0^\infty f(E+\varepsilon)\,d\varepsilon=k_BT\ln(1+e^{-E/k_BT})\equiv L(E).$$

Hence

$$J(T)=\frac{m}{2\pi^2\hbar^2}\int \mathrm{Im}\,S(E)\,L(E)\,dE. \tag{1}$$

At $T=0$, $L=-E$ below the Fermi level and zero above it.

## The cold coupling

Matching a wave and its slope at an interface gives $1+r=t$ and $k(1-r)=k_\sigma t$, so $r_\sigma=(k-k_\sigma)/(k+k_\sigma)$. Subtracting the two spins,

$$r_\uparrow-r_\downarrow=\frac{2k(k_\downarrow-k_\uparrow)}{(k+k_\uparrow)(k+k_\downarrow)} .$$

Inside the barrier $k=i\kappa$, with $\kappa=\sqrt{2m\varphi}/\hbar$ at the Fermi level. The square is $-4\kappa^2(k_\uparrow-k_\downarrow)^2/[(k_\uparrow+i\kappa)^2(k_\downarrow+i\kappa)^2]$. To find its imaginary part, multiply above and below by the conjugate of the denominator and use

$$(k_\uparrow-i\kappa)(k_\downarrow-i\kappa)=(k_\uparrow k_\downarrow-\kappa^2)-i\kappa(k_\uparrow+k_\downarrow).$$

The square of this has imaginary part $-2\kappa(k_\uparrow k_\downarrow-\kappa^2)(k_\uparrow+k_\downarrow)$. The two minus signs cancel:

$$A\equiv\mathrm{Im}(r_\uparrow-r_\downarrow)^2=\frac{8\kappa^3(k_\uparrow-k_\downarrow)^2(k_\uparrow+k_\downarrow)(k_\uparrow k_\downarrow-\kappa^2)}{(k_\uparrow^2+\kappa^2)^2(k_\downarrow^2+\kappa^2)^2}. \tag{2}$$

For a thick barrier the exponential dominates the energy dependence. Since $d\kappa/dE=-m/\hbar^2\kappa$,

$$e^{-2\kappa(E)D}\approx e^{-2\kappa D}e^{\lambda E},\qquad \lambda=\frac{2mD}{\hbar^2\kappa}=\frac{\kappa D}{\varphi}. \tag{3}$$

The last form uses $\hbar^2\kappa^2/2m=\varphi$. Holding $A$ at its Fermi-level value and using $\int_{-\infty}^0(-E)e^{\lambda E}dE=1/\lambda^2$, equation (1) becomes

$$J_\infty(0)=\frac{m}{2\pi^2\hbar^2}\frac{A\,e^{-2\kappa D}}{\lambda^2}=\frac{\hbar^2\kappa^2}{8\pi^2mD^2}\,A\,e^{-2\kappa D}. \tag{4}$$

The subscript marks the thick-barrier form.

## What warming does

Warming lifts electrons above the Fermi level and empties states below it. The lifted electrons see a lower remaining barrier and decay more slowly, so they add more coupling than the emptied states remove. In the same thick-barrier approximation the net effect follows from (1). Because $L'=-f$, one integration by parts gives $\int e^{\lambda E}L\,dE=\frac1\lambda\int e^{\lambda E}f\,dE$; the boundary terms vanish if $\lambda k_BT<1$. With $y=e^{E/k_BT}$,

$$\int e^{\lambda E}f\,dE=k_BT\int_0^\infty\frac{y^{\lambda k_BT-1}}{1+y}\,dy=\frac{\pi k_BT}{\sin(\pi\lambda k_BT)} .$$

Dividing by the cold value,

$$\frac{J(T)}{J(0)}\to\frac{x}{\sin x},\qquad x=\pi\lambda k_BT=\frac{2\pi mDk_BT}{\hbar^2\kappa}. \tag{5}$$

The arrow means $D\to\infty$ at fixed $x$. For small $x$ the factor is $1+x^2/6$.

## Why a metal does the opposite

The two cases can be compared by closing the energy integral in the upper half-plane. There the Fermi function has poles at $i\omega_n=i(2n+1)\pi k_BT$ with residue $-k_BT$, so

$$J=-2k_BT\,\mathrm{Re}\sum_{n\ge0}\sum_{\mathbf q}S(-\varepsilon+i\omega_n). \tag{6}$$

In a metal spacer $k$ is real at the Fermi level, with value $k_F$. Expanding it gives $e^{2ikD}\approx e^{2ik_FD}e^{i\lambda_ME}$ with $\lambda_M=2mD/\hbar^2k_F$. At $E=i\omega_n$ the last factor is $e^{-\lambda_M\omega_n}$, and with $x=\pi\lambda_Mk_BT$

$$\sum_{n\ge0} e^{-(2n+1)x}=\frac{1}{2\sinh x}.$$

The in-plane integral supplies $1/(i\lambda_M)$, which does not depend on temperature. The amplitude is thus proportional to $k_BT/\sinh x$, and dividing by its cold limit gives $x/\sinh x$. Physically, electrons of different energy return with different phases, and thermal spreading blurs the interference.

In the insulator the factor is $e^{\lambda E}$, which at $E=i\omega_n$ becomes a pure phase:

$$\sum_{n\ge0} e^{i(2n+1)x}=\frac{i}{2\sin x},$$

where the sum is understood with a weak damping, identified below. The in-plane integral now gives $1/\lambda$, and (5) is recovered. Energy changes the phase of a propagating wave but the size of an evanescent one.

For a 40 nm metal spacer with $k_F=10\ \mathrm{nm^{-1}}$ and $x=1$, integration of (1) gives an envelope ratio of 0.851, equal to $x/\sinh x$ to that accuracy.

## When warming weakens the coupling

Equation (5) assumes that states close to the Fermi level dominate the cold coupling. In a thin barrier they need not. The first thermal correction can be found without that assumption. The change of $L$ on warming is $k_BT\ln(1+e^{-|E|/k_BT})$, a narrow peak at the Fermi level with area $2(k_BT)^2\cdot\pi^2/12$. To order $T^2$,

$$\delta J=\frac{m}{12\hbar^2}(k_BT)^2\,\mathrm{Im}\,S(0),\qquad \frac{\delta J}{J(0)}=\frac{x^2}{6}\,\frac{J_\infty(0)}{J(0)}. \tag{7}$$

The second form follows from (4), since $\mathrm{Im}\,S(0)=Ae^{-2\kappa D}$. Within this model, at low temperature, warming strengthens the coupling if the Fermi-level states favour the same alignment as the total. If they favour the opposite alignment, warming weakens it.

The two can differ because (2) changes sign where $k_\uparrow k_\downarrow=\kappa^2$. Let $E_\sigma=\hbar^2k_\sigma^2/2m$ be the band depths. At depth $e$ below the Fermi level, the condition reads $(E_\uparrow-e)(E_\downarrow-e)=(\varphi+e)^2$. The $e^2$ terms cancel, leaving

$$e^*=\frac{E_\uparrow E_\downarrow-\varphi^2}{E_\uparrow+E_\downarrow+2\varphi}. \tag{8}$$

If $e^*$ is positive and less than $E_\downarrow$, states above $-e^*$ favour parallel alignment and those just below it favour antiparallel alignment.

A case with $\varphi=1.3$ eV, $k_\uparrow=11$ and $k_\downarrow=4\ \mathrm{nm^{-1}}$, and $D=1$ nm shows the consequence. Its Fermi-level integrand is positive, but $J(0)=-46\ \mathrm{nJ/m^2}$. At 300 K the magnitude has fallen by 0.4%.

## A junction in the Fe/MgO/Fe regime

Take $D=1$ nm, $\varphi=1$ eV, $k_\uparrow=11$ and $k_\downarrow=8\ \mathrm{nm^{-1}}$, and $T=300$ K. The exchange splitting is then 2.17 eV, roughly that of iron. The result depends on this choice of wavevectors: with about 10.9 and $4.2\ \mathrm{nm^{-1}}$, values often used for electrons tunnelling from iron, the same barrier gives $J(0)\approx-104\ \mathrm{nJ/m^2}$, and the magnitude falls by 1.4% at 300 K. The example below illustrates the rising case; it does not predict the trend for iron. The decay constant is $\kappa=5.12\ \mathrm{nm^{-1}}$, so (3) gives $\lambda=5.12\ \mathrm{eV^{-1}}$. With $k_BT=0.02585$ eV,

$$x=\pi\times5.12\times0.02585=0.416,\qquad \frac{x}{\sin x}=1.029 .$$

For the cold coupling, $\kappa^2=26.2\ \mathrm{nm^{-2}}$ and (2) gives

$$A=\frac{8(134.5)(9)(19)(88-26.2)}{(147.2)^2(90.2)^2}\approx0.064 .$$

The prefactor in (4) is $\varphi/4\pi^2D^2=0.0253\ \mathrm{eV/nm^2}$, and $e^{-2\kappa D}=3.55\times10^{-5}$. Their product with $A$ is $5.8\times10^{-8}\ \mathrm{eV/nm^2}$, or $9.3\ \mathrm{nJ/m^2}$. Integrating (1) without the thick-barrier approximation gives 9.20 $\mathrm{nJ/m^2}$ cold and 9.47 $\mathrm{nJ/m^2}$ at 300 K, a rise of 2.9%.

This rise is a difference of larger parts. Electrons above the Fermi level add 12.1% of $J(0)$, and the emptied states below it remove 9.1%. A metal spacer of the same thickness with $k_F=10\ \mathrm{nm^{-1}}$ has $x=0.213$, and its factor $x/\sinh x$ is a loss of 0.8%.

The close agreement with $x/\sin x$ at 1 nm is a coincidence of this thickness. With the temperature held at 300 K and all else fixed:

| $D$ (nm) | $J(0)$ (nJ/m²) | $J(T)/J(0)$ | $x/\sin x$ |
|---|---:|---:|---:|
| 0.6 | −1110 | 0.985 | 1.010 |
| 1.0 | 9.20 | 1.029 | 1.029 |
| 2.0 | 0.000103 | 1.099 | 1.125 |

Equation (7) explains the pattern. At 1 nm, $J_\infty(0)/J(0)=9.26/9.20$ happens to be close to one. Scaling (4) to 2 nm gives $8.2\times10^{-5}\ \mathrm{nJ/m^2}$, only 0.80 of the full $J(0)$, so the rise is smaller than the thick-barrier law says. At 0.6 nm the same scaling gives $+1550\ \mathrm{nJ/m^2}$, while the full result is negative. The ratio is $-1.40$, and (7) predicts a change of $-1.40\times0.250^2/6=-1.5\%$, as found.

The negative sign at 0.6 nm comes from deep states. Here $E_\uparrow=4.61$ eV and $E_\downarrow=2.44$ eV, so (8) gives $e^*=1.13$ eV. All states between $-1.13$ eV and the Fermi level contribute positively to the cold coupling; a negative total means that deeper states outweigh them. A thinner barrier suppresses deep states less.

## The apparent divergence at high temperature

Equation (5) diverges at $x=\pi$, which might suggest that thermally activated electrons take over. They do not in this coherent model. In (6) the decay constant at in-plane energy $\varepsilon$ is proportional to $\sqrt{\varphi+\varepsilon-i\omega_n}$. For $z=a-i\omega$ with $a>0$, $\mathrm{Re}\sqrt z=\sqrt{(|z|+a)/2}>\sqrt a$. Every term therefore decays faster with thickness than $e^{-2\kappa D}$. The growth of this real part with $\omega_n$ is also the damping that makes the sum converge.

The real-energy picture hides this. Since $\varphi/k_BT=\pi\kappa D/x$, the Boltzmann factor at the barrier top exceeds $e^{-2\kappa D}$ once $x>\pi/2$. Contributions near and above the top can then be individually large. Those above it oscillate in sign, and by (6) the large parts must cancel in the total. At $x=2$ and $D=160$ nm the computed ratio is 2.195, against $x/\sin x=2.200$, with no exponentially large excess.

At $x=\pi$ and $D=40$ nm the ratio is 14.75, large but finite. Beyond $\pi$ the ideal coupling reverses sign: at $x=4$ and 160 nm the ratio is $-5.37$, against a limiting value of $-5.29$. These thick barriers serve to examine the mathematics; their coupling is far too small to measure. In the 1 nm example $x=\pi$ would require about 2300 K, far above the Curie temperature of iron. The barrier is also too thin there for the ideal law: at $x=4$ the computed ratio is still positive, about 3.5. Inelastic scattering, which is absent here, could spoil the cancellation in a real barrier.

## Comparison with real junctions

The barrier height, thickness and exchange splitting are rough values for the Fe/MgO/Fe regime. The size of the coupling depends strongly on the wavevectors and the barrier mass. Measured coupling through MgO about half a nanometre thick is antiferromagnetic and, roughly, of order 0.1 $\mathrm{mJ/m^2}$. With the parameters of the example the model at 0.5 nm also gives a negative sign, but about 0.01 $\mathrm{mJ/m^2}$, ten times less. A barrier mass of $0.4m$, or wavevectors of 10.9 and $4.2\ \mathrm{nm^{-1}}$ with equal masses, raises the magnitude to about 0.1 $\mathrm{mJ/m^2}$. Agreement in sign or size should therefore not be taken as a prediction. Changing only the barrier mass to $0.4m$ in the 1 nm example turns $J(0)$ from $+9.2$ to $-653\ \mathrm{nJ/m^2}$, and its magnitude then falls by 0.4% at 300 K. Real MgO also filters electrons by orbital symmetry and contains defects whose levels can carry coupling; neither is in the model, and its parameters do not fix their size.

Other effects of heating can be as large as the thermal factor. Changing one quantity at a time in the cold 1 nm junction gives:

- A 2% loss of magnetization, a rough figure for iron at room temperature, modelled as a 2% smaller exchange splitting: $-3.5\%$.
- A barrier 10 meV lower: $+5.8\%$. The 10 meV is a unit of sensitivity, not an estimate of the actual shift.
- A barrier 0.3% thicker, a generous allowance for thermal expansion up to room temperature: $-3.1\%$.
- The thermal shift of the Fermi level, $-0.16$ meV: $-0.1\%$.

Multiple reflections, dropped when the logarithm was expanded, change $J(0)$ by only $-0.003\%$. The thermal factor of $+2.9\%$ would be more than cancelled by the magnetization loss and expansion together, and a small fall in the barrier could restore the rise. An observed increase on warming is therefore not proof of the mechanism in (5), and an observed decrease does not exclude it.

## What to do in practice

Start with $x=\pi\kappa Dk_BT/\varphi$, using a barrier height and mass obtained from the junction's own tunnelling current. At fixed thickness, temperature and mass, $x$ varies as $1/\sqrt\varphi$, so a low barrier raises the thick-barrier factor $x/\sin x$. The full ratio need not follow: in the 1 nm example at 300 K, lowering $\varphi$ from 1 to 0.5 eV raises $x/\sin x$ from 1.029 to 1.060, while $J(T)/J(0)$ goes from 1.029 to 1.027, because deep states also change $J(0)$. Greater thickness also raises $x$, but it costs coupling exponentially: from 1 to 2 nm the thermal rise in the example grows from about 3% to 10%, while the strength falls by a factor of about $10^5$.

Then calculate the full $J(0)$, including deep states, before using $x/\sin x$. If its sign differs from that of the Fermi-level term, expect weakening at first; where $J(0)$ is close to zero, further warming can reverse the sign of the coupling and then increase its magnitude. If the two agree in sign but not in size, use (7) at low temperature. Near a thickness where $J(0)$ changes sign, the relative change can be large simply because $J(0)$ is small: in the example at 0.7 nm and 300 K, $J(T)/J(0)$ is about 0.5. Equation (7) was derived for one mass everywhere; if the barrier mass differs, evaluate the sum (6) numerically instead, with reflection amplitudes and decay constants calculated for that mass at each in-plane momentum.

To identify the mechanism, determine the magnetization, the barrier height and the thermal expansion of the barrier over the same temperature range and remove their effects first. In this model the remaining change should grow as $T^2$ at low temperature. A thickness series gives a further check: by (7), the absolute change $\delta J$, at a fixed temperature low enough to keep $x$ small throughout the series, falls as $e^{-2\kappa D}$ with no power of $D$ in front, provided that barrier height and interfaces stay the same across the series and the mass is the same everywhere. With a different barrier mass the law holds only for thick barriers: for $0.4m$ in the example at 100 K, $\delta J\,e^{2\kappa D}$ still falls by about a third between 0.6 and 2 nm. The thick-barrier $J(0)$ carries an additional $1/D^2$.

For device design, a coupling that must hold over a temperature range should not rely on the thermal factor to offset the loss of magnetization. In the example the two are similar in size, but they depend on different properties, and the thermal factor can change sign with thickness. The numerical output below gives the values at other temperatures.

## Numbers as computed

```
Chain test, energies in units of the hopping:
  kT=0.02: J diagonalized 1.16566e-06, formula 1.16566e-06
  kT=0.04: J diagonalized 1.24831e-06, formula 1.24831e-06
Inputs: D=1.0 nm, barrier=1.0 eV, T=300 K, k_up=11.0, k_dn=8.0 1/nm
Exchange splitting: 2.172 eV; kT: 0.02585 eV
kappa: 5.1232 1/nm; lambda: 5.1232 1/eV; x: 0.4161
exp(-2 kappa D): 3.549e-05; exp(-barrier/kT): 1.588e-17
J(0): 9.2011 nJ/m^2; J(300 K): 9.4724 nJ/m^2
Thick-barrier formula for J(0): 9.2646 nJ/m^2
Gain above Fermi level: 12.065 % of J(0); loss below: 9.116 %
Temperature at D=1 nm: T, x, J(T)/J(0), x/sin x
  100 K  0.1387  1.00323  1.00321
  200 K  0.2774  1.01300  1.01294
  300 K  0.4161  1.02949  1.02945
  400 K  0.5548  1.05305  1.05320
Thickness at 300 K: D, J(0), x, J(T)/J(0), x/sin x
  0.6 nm  -1.111e+03 nJ/m^2  0.2497  0.98545  1.01046
  1.0 nm  9.201e+00 nJ/m^2  0.4161  1.02949  1.02945
  2.0 nm  1.033e-04 nJ/m^2  0.8322  1.09895  1.12548
Rise at 100 K: computed 0.3234 %, T^2 term 0.3228 %
Counterexample (barrier 1.3 eV, k_dn 4.0 1/nm): J(0)=-46.1980 nJ/m^2,
  Fermi-level integrand 1.616e-06, J(300 K)/J(0)=0.99574
Limit test: x, J(T)/J(0) at D=40, 80, 160 nm, x/sin x
  1  1.1855  1.1870  1.1877  1.1884
  2  2.1833  2.1914  2.1954  2.1995
  4  -5.6701  -5.4608  -5.3697  -5.2854
At x=pi, D=40 nm the ratio is finite: 14.75
Metal, k_F=10.0 1/nm, D=40 nm, x=1: envelope ratio 0.8508, x/sinh x 0.8509
Metal at 1 nm, 300 K: x=0.2132, x/sinh x=0.99247
Thermal factor alone, 300 K: +2.949 %
Magnetization loss 2 % (rough): -3.482 %
Barrier lower by 10 meV: +5.798 %
Barrier thicker by 0.3 % (rough): -3.141 %
Fermi level shift -0.1639 meV: -0.0952 %
Multiple reflections change J(0) by -0.0027 %
Barrier mass 0.4: J(0)=-653.088 nJ/m^2, J(300 K)/J(0)=0.99600
```
